# Polarization correlation length from the width of a Lorentzian diffuse peak

## Problem

A single crystal of a perovskite relaxor has a polarization that fluctuates from place to place. X-rays scattered by these fluctuations form a diffuse peak around a Bragg point $\mathbf G$. The intensity is measured along a straight cut through that point and integrated over energy. After subtraction of the Bragg peak and the background it follows

$$
I(q)=\frac{I_0}{1+(q/\kappa)^2},\qquad \kappa=0.20\ \mathrm{nm^{-1}} .
$$

Here $q$ is the offset of the scattering vector $\mathbf Q$ from $\mathbf G$. It is a wavevector in the sense $2\pi/\text{wavelength}$, and $\kappa$ is the half-width at half-maximum. The vector $\mathbf G$ points along $z$ and the cut runs along $x$.

Over what distance do the polarization fluctuations stay correlated? How far does the answer depend on the line shape, the resolution and the direction of the cut? For the corrections, take a unit cell $c=0.40$ nm, a Gaussian resolution of half-width $0.02\ \mathrm{nm^{-1}}$ along the cut, an acceptance of $\pm0.05\ \mathrm{nm^{-1}}$ along $y$, a local susceptibility $\chi=5000$ and a background permittivity $\varepsilon_b=5$.

## First estimate by scaling

Two places a distance $x$ apart along the cut scatter with a relative phase $qx$. If the polarization is correlated over a length $\xi$, the correlated places add in phase as long as $q\xi$ is small, and the intensity stays near its peak value. Once $q\xi$ is of order one, the contributions begin to cancel. The peak therefore has a width of order $1/\xi$, and

$$
\xi\sim\frac1\kappa=\frac{1}{0.20\ \mathrm{nm^{-1}}}\approx 5\ \mathrm{nm}.
$$

The argument leaves a numerical factor open. A phase of one radian and a phase of half a turn are both "of order one", yet they differ by a factor $\pi$. To fix the factor, $\xi$ must be defined and the line shape used.

## Exact solution

### What the cut measures

Let the ions of the cell at $\mathbf R$ be displaced in proportion to the local polarization. To first order in the displacements, the diffuse amplitude from the component $P_z$ is

$$
A(\mathbf q)=-i\,b\,Q_z\sum_{\mathbf R}\delta P_z(\mathbf R)\,e^{-i\mathbf q\cdot\mathbf R},
$$

where $\delta P_z$ is the deviation from the mean and $b$ collects the scattering strengths, taken as constant across the narrow peak. The phase $e^{-i\mathbf G\cdot\mathbf R}$ has dropped out because it equals one at every lattice point. On this cut $Q_z=G$, so the prefactor does not vary with $q$. The component $P_x$ enters with $Q_x=q$ instead of $G$. At a first-order Bragg point, $G=2\pi/c$, its weight in the amplitude at $q=\kappa$ is $\kappa c/2\pi\approx0.013$ relative to that of $P_z$, and it is neglected.

The intensity is the average of $|A|^2$. It contains the correlation of every pair of cells, multiplied by the phase factor of their separation. Since $\mathbf q$ points along $x$, this phase depends on the $x$ separation alone, and the sums over $y$ and $z$ can be done first. With sums replaced by integrals,

$$
I(q)\propto S(q)=\int_{-\infty}^{\infty}C(x)\,e^{-iqx}\,dx,
$$

$$
C(x)=\iint\langle\delta P_z(0)\,\delta P_z(x,y,z)\rangle\,dy\,dz .
$$

The cut thus measures a correlation summed over planes normal to it.

### From the line shape to the length

Try $C(x)=C_0e^{-|x|/\xi}$, which defines $\xi$ as the distance over which $C$ falls by a factor $e$. The two half-lines give

$$
\int_0^\infty e^{-(1/\xi+iq)x}dx=\frac{1}{1/\xi+iq},\qquad
\int_{-\infty}^0 e^{(1/\xi-iq)x}dx=\frac{1}{1/\xi-iq}.
$$

In their sum the imaginary parts cancel:

$$
S(q)=C_0\,\frac{2/\xi}{1/\xi^2+q^2}=\frac{2C_0\,\xi}{1+q^2\xi^2}.
$$

This is a Lorentzian. Because a Fourier transform determines the function it came from, a Lorentzian $S(q)$ in turn implies an exponential $C(x)$. Half the peak value is reached when $1+q^2\xi^2=2$, that is, at $q=1/\xi$. Hence

$$
\boxed{\;\xi=\frac1\kappa=\frac{1}{0.20\ \mathrm{nm^{-1}}}=5.0\ \mathrm{nm}\;}
$$

or 12.5 unit cells. The plane-summed correlation has fallen to 0.37 of its initial value at 5 nm and to 0.14 at 10 nm. If the width is known to its last quoted digit, it lies between 0.195 and 0.205 nm⁻¹, and $\xi$ lies between 5.13 and 4.88 nm.

Both the factor $2\pi$ and the word "half" matter. If 0.20 nm⁻¹ were the full width, the half-width would be 0.10 nm⁻¹ and $\xi$ would be 10 nm. If the axis were a reciprocal spacing without $2\pi$, the result would be $1/(2\pi\times0.20\ \mathrm{nm^{-1}})=0.80$ nm.

### Why a Lorentzian can arise

Above any polar ordering, and for small fluctuations, take the energy

$$
F=\int\left[\frac a2P_z^2+\frac g2(\nabla P_z)^2\right]dV,\qquad a=\frac{1}{\varepsilon_0\chi}.
$$

The first term resists polarization and the second resists its variation in space. Writing $P_z=V^{-1/2}\sum_{\mathbf q}P_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ turns this into

$$
F=\tfrac12\sum_{\mathbf q}(a+gq^2)|P_{\mathbf q}|^2 .
$$

Since $P_z$ is real, $P_{-\mathbf q}=P_{\mathbf q}^*$. The pair $\pm\mathbf q$ therefore has energy $(a+gq^2)$ times the sum of the squares of the real and imaginary parts of $P_{\mathbf q}$. Each of these two quadratic terms has mean energy $k_BT/2$, so

$$
\langle|P_{\mathbf q}|^2\rangle=\frac{k_BT}{a+gq^2}=\frac{k_BT/a}{1+q^2g/a},\qquad \xi=\sqrt{g/a}.
$$

The length grows when the lattice becomes softer ($a$ falls) at fixed $g$.

If this form held for all directions of $\mathbf q$, the correlation $\Gamma(r)$ between two points would obey $(a-g\nabla^2)\Gamma=k_BT\,\delta(\mathbf r)$. Away from the origin this is solved by $\Gamma\propto e^{-r/\xi}/r$, because $\nabla^2(e^{-r/\xi}/r)=\xi^{-2}e^{-r/\xi}/r$. Summing over a plane at distance $x$, with $r^2=x^2+\rho^2$ and hence $\rho\,d\rho=r\,dr$, gives

$$
\int_0^\infty\frac{e^{-r/\xi}}{r}\,2\pi\rho\,d\rho=2\pi\int_{|x|}^\infty e^{-r/\xi}dr=2\pi\xi\,e^{-|x|/\xi}.
$$

The plane sum is again a pure exponential. From 5 to 10 nm it falls by a factor 0.37, while the point-to-point correlation falls by a factor 0.18, because $1/r$ contributes a further factor of one half. The value $\xi=5.0$ nm is therefore a decay length and not the diameter of a polar region with a sharp wall.

## Comparison of the estimate and the solution

The estimate and the solution give the same 5 nm. The open factor is one for a Lorentzian cut with $\xi$ defined by the decay of $C(x)$. Other line shapes and other ways of collecting the intensity change it.

**Squared Lorentzian.** Suppose static random fields $h$, uncorrelated from place to place, dominate over thermal motion. Each wave then responds as $P_{\mathbf q}=h_{\mathbf q}/(a+gq^2)$, and the intensity varies as $1/(1+q^2\xi^2)^2$. The half-maximum now requires $1+\kappa^2\xi^2=\sqrt2$, so

$$
\xi=\frac{\sqrt{\sqrt2-1}}{\kappa}=3.2\ \mathrm{nm}.
$$

The corresponding correlation is $C\propto(1+|x|/\xi)e^{-|x|/\xi}$. Here $\xi$ sets the exponential factor and is no longer the distance at which $C$ has fallen by $e$: at $x=\xi$ the correlation is still $2/e$ of its initial value. It has fallen by $e$ when $(1+x/\xi)e^{-x/\xi}=1/e$, that is, at $x=2.15\,\xi=6.9$ nm. The half-width cannot tell the two shapes apart, but the tail can. At $q=3\kappa=0.60\ \mathrm{nm^{-1}}$ the Lorentzian retains 0.100 of its peak and the squared Lorentzian 0.045. This test needs a background known independently: over $0$ to $0.60\ \mathrm{nm^{-1}}$, a squared Lorentzian with $\xi=3.4$ nm plus a constant of 0.08 of the peak follows the Lorentzian to within about 0.015 of the peak.

**Intensity collected across the cut.** If the detector accepts all $q_y$, and the medium is isotropic in the $xy$ plane, the measured profile is

$$
\int_{-\infty}^{\infty}\frac{dq_y}{1/\xi^2+q^2+q_y^2}=\frac{\pi}{\sqrt{1/\xi^2+q^2}} .
$$

It falls to half when $1/\xi^2+q^2=4/\xi^2$, or $q=\sqrt3/\xi$. The same observed width would then mean $\xi=\sqrt3/\kappa=8.7$ nm. For the stated acceptance of $\pm0.05\ \mathrm{nm^{-1}}$, numerical integration gives 5.05 nm, a rise of 1%.

**Resolution along the cut.** If the quoted 0.20 nm⁻¹ still contained the Gaussian resolution, the intrinsic half-width would be 0.198 nm⁻¹ and $\xi$ would be about 5.05 nm, again a change of 1%. Resolution and $y$ acceptance applied together give 5.11 nm, a change of 2%.

**Discrete cells.** For planes of cells spaced by $c$, the gradient term becomes a difference between neighbours, and $q^2$ is replaced by $2(1-\cos qc)/c^2$. With $\xi_0^2=g/a$, the half-maximum condition and the decay of $C$ from plane to plane read

$$
\frac{2\xi_0^2}{c^2}(1-\cos\kappa c)=1,\qquad
\frac{2\xi_0^2}{c^2}\left(\cosh\frac c\xi-1\right)=1 .
$$

The second follows from inserting $C_n\propto e^{-nc/\xi}$ in $C_n+(\xi_0^2/c^2)(2C_n-C_{n+1}-C_{n-1})=0$, which holds away from the origin. Equating the two brackets and expanding to fourth order gives $\kappa\xi\approx1+(\kappa c)^2/12$. With $\kappa c=0.08$ the correction is 0.05%, as inversion of the discrete stiffness matrix confirms with $\kappa\xi=1.0005$. The continuum is a good description here because the correlation spans many cells.

**Direction of the cut.** A wave of $P_z$ that varies along $x$ has no bound charge, since $-\partial P_z/\partial z=0$. A wave that varies along $z$ does have bound charge, and its field is $E=-P_z/(\varepsilon_0\varepsilon_b)$. The field energy density $P_z^2/(2\varepsilon_0\varepsilon_b)$ adds to the local term $P_z^2/(2\varepsilon_0\chi)$. The stiffness at small $q$ rises by the factor

$$
1+\frac{\chi}{\varepsilon_b}=1+\frac{5000}{5}=1001,
$$

and the peak intensity falls by the same factor. With $a$ raised by this factor at fixed $g$, the continuum decay length along $z$ would be $\sqrt{g/a}/\sqrt{1001}=5.0\ \mathrm{nm}/32\approx0.16$ nm, which is less than one cell. An ideal cut along the polar component therefore shows no narrow peak from which $\sqrt{g/a}$ could be read.

When the cut runs along $x$, the effect of a small component $q_z$ depends on whether the polarization can turn. If only $P_z$ can fluctuate, as in a strongly uniaxial crystal, the wave has the extra stiffness $a(\chi/\varepsilon_b)\,q_z^2/|\mathbf q|^2$. This equals $a$ once $q_z/|\mathbf q|=1/\sqrt{1000}\approx0.03$, and an acceptance of only $\pm0.005\ \mathrm{nm^{-1}}$ along $z$ would turn the peak into a dip at $q=0$. In a perovskite that is cubic on average, $P_x$ and $P_y$ fluctuate as well. The polarization can then turn slightly to stay normal to $\mathbf q$, which avoids the bound charge. For equal local stiffness of the three components, the fluctuation of $P_z$ falls only by about the fraction $q_z^2/|\mathbf q|^2$, or 0.1% at the same tilt. That fraction is small only for $|q|$ well above $q_z$; near $q=0$ a fixed acceptance along $z$ still collects steeply tilted waves and lowers the centre of the peak. For $\xi=5.0$ nm, with the stated resolution and $y$ acceptance, the half-width grows from 0.204 to 0.209 nm⁻¹ for $\pm0.005\ \mathrm{nm^{-1}}$ along $z$, and to about 0.25 nm⁻¹, with a dip at the centre, for $\pm0.05\ \mathrm{nm^{-1}}$. The results above take the acceptance along $z$ to be negligible.

## The real case

In lead-based perovskite relaxors the cell is roughly 0.4 nm, correlation lengths are roughly a few nanometres, and susceptibilities reach thousands or more, so the example lies in a realistic range. Their diffuse scattering is, however, strongly anisotropic, with streaks along $\langle110\rangle$ directions that the isotropic gradient energy used here does not produce, so a fitted length belongs to its own cut direction. Acoustic phonons also scatter close to a Bragg point, and their part must be removed with the background. Another assumption open to doubt is the pure Lorentzian shape, because these crystals contain static chemical disorder that acts as a random field. For the same half-width, the limiting case of uncorrelated random fields lowers the fitted $\xi$ from 5.0 to 3.2 nm, yet it raises the distance over which $C$ falls by $e$ from 5.0 to 6.9 nm. Both changes are far larger than the 1% corrections for resolution along $x$ and acceptance along $y$, so the tail of the peak should be examined before the length is quoted to two digits. Most of the values behind these comparisons are listed in the numerical output.

## Values computed for the example and the checks

```
INPUTS (round model values)
peak half-width kappa: 0.20 1/nm
unit cell: 0.40 nm
resolution half-width along cut: 0.02 1/nm
acceptance half-height across cut: 0.05 1/nm
local susceptibility: 5000 (dimensionless)
background permittivity: 5 (relative)
MAIN RESULT
correlation length 1/kappa: 5.00 nm
1/e length from numerical transform: 5.0000 nm
half-width recovered from exponential: 0.2000 1/nm
correlation length in cells: 12.5
xi if kappa is 0.205 1/nm: 4.88 nm
xi if kappa is 0.195 1/nm: 5.13 nm
CORRELATIONS
C(5 nm)/C(0): 0.3679
C(10 nm)/C(0): 0.1353
plane-summed ratio, 10 nm to 5 nm: 0.3679
isotropic pair ratio, 10 nm to 5 nm: 0.1839
OTHER READINGS OF THE NUMBER 0.20 1/nm
xi if it is a full width: 10.00 nm
xi if 2*pi is not included: 0.796 nm
NEGLECTED EFFECTS (same observed half-width)
half-width times length on the chain: 1.00053
xi with discrete cells: 5.0027 nm
intrinsic half-width behind resolution: 0.1978 1/nm
xi corrected for resolution: 5.055 nm
xi corrected for acceptance: 5.052 nm
xi for fully open acceptance: 8.660 nm
xi for a squared Lorentzian: 3.218 nm
tail position 3*kappa: 0.60 1/nm
tail/peak, Lorentzian: 0.1000
tail/peak, squared Lorentzian: 0.0447
longitudinal peak lowered by factor: 1001
```
